# Characteristic energy and mean energy for a Druyvesteyn electron swarm: verification in Python

```python
"""Characteristic energy D/mu of electrons with a Druyvesteyn distribution.

Result under test, for a constant mean free path:
    D/mu = w/sqrt(pi),  mean energy = w*Gamma(5/4)/Gamma(3/4),
    R = (D/mu)/((2/3)*mean energy) = 6*Gamma(3/4)/(sqrt(pi)*Gamma(1/4)).
Energy eps is in volts; f0 = A*exp(-(eps/w)**2), with
integral sqrt(eps)*f0 d(eps) = 1. D is transverse to the field E.
w = E*lambda*sqrt(M/(3m)), lambda = 1/(N*sigma), N = gas density,
sigma = cross section, M/m = atom-to-electron mass ratio.
"""
import numpy as np
from scipy.constants import e, m_e
from scipy.integrate import quad
from scipy.special import gamma


def integral(function, upper):
    return quad(function, 0.0, upper, epsabs=1e-12, epsrel=1e-10, limit=300)[0]


def transport_ratio(distribution, path_power, upper):
    """(D/mu)/((2/3)<eps>) from the defining integrals, path ~ eps**power."""
    step = 1e-5

    def slope(x):
        return (distribution(x + step) - distribution(x - step)) / (2 * step)

    diffusion = integral(lambda x: x**(1 + path_power) * distribution(x), upper)
    mobility = -integral(lambda x: x**(1 + path_power) * slope(x), upper)
    mean = (integral(lambda x: x**1.5 * distribution(x), upper)
            / integral(lambda x: x**0.5 * distribution(x), upper))
    return diffusion / mobility / (2 * mean / 3)


def simulate(mass_ratio, electrons=10000, burn=1500, blocks=3, length=700):
    """Null-collision Monte Carlo; units m = lambda = acceleration = 1.

    Event times have a constant rate, so samples taken just before events
    are time averages. Real collisions are accepted with probability v/vmax.
    """
    rng = np.random.default_rng(20)
    width = np.sqrt(mass_ratio / 3)
    vmax = np.sqrt(2 * 3.2 * width)

    def directions(count):
        cosine = 2 * rng.random(count) - 1
        angle = 2 * np.pi * rng.random(count)
        sine = np.sqrt(1 - cosine**2)
        return np.array([sine * np.cos(angle), sine * np.sin(angle), cosine])

    velocity = np.sqrt(2 * 0.7 * width) * directions(electrons)
    transverse = np.zeros((2, electrons))
    z = np.zeros(electrons)
    elapsed = np.zeros(electrons)
    energy_sum = energy_square_sum = spread_sum = 0.0
    for event in range(burn + blocks * length):
        flight = rng.exponential(1 / vmax, electrons)
        measuring = event >= burn
        if measuring:
            transverse += velocity[:2] * flight
            z += velocity[2] * flight + flight**2 / 2
            elapsed += flight
        velocity[2] += flight
        speed = np.sqrt(np.sum(velocity**2, axis=0))
        if measuring:
            energy = speed**2 / 2
            energy_sum += energy.mean()
            energy_square_sum += np.mean(energy**2)
            if (event - burn + 1) % length == 0:
                spread_sum += np.mean(np.sum(transverse**2, axis=0))
                transverse[:] = 0
        hit = np.flatnonzero(rng.random(electrons) * vmax < speed)
        # Atom initially at rest; isotropic scattering in the center of mass.
        velocity[:, hit] = (velocity[:, hit] + mass_ratio * speed[hit]
                            * directions(hit.size)) / (1 + mass_ratio)
    events = blocks * length
    duration = events / vmax
    mean = energy_sum / events
    shape = energy_square_sum / events / mean**2
    drift = z.mean() / elapsed.mean()
    d_transverse = spread_sum / (4 * duration)
    d_longitudinal = np.mean((z - drift * elapsed)**2) / (2 * duration)
    ratio = d_transverse / drift / (2 * mean / 3)
    return width, mean, shape, ratio, d_longitudinal / d_transverse


# Model gas and closed formulas
field_td = 1.0
reduced_field = field_td * 1e-21
sigma = 5e-20
mass_ratio = 50000.0
speed_factor = np.sqrt(2 * e / m_e)
field_path = reduced_field / sigma
w = field_path * np.sqrt(mass_ratio / 3)
mean_energy = w * gamma(1.25) / gamma(0.75)
characteristic = w / np.sqrt(np.pi)
two_thirds = 2 * mean_energy / 3
R = 6 * gamma(0.75) / (np.sqrt(np.pi) * gamma(0.25))
DN = speed_factor * np.sqrt(w) / (3 * sigma * gamma(0.75))
muN = speed_factor * np.sqrt(np.pi) / (3 * sigma * gamma(0.75) * np.sqrt(w))
drift_speed = muN * reduced_field

# Direct integrals with numerical normalization and numerical slope
upper = 8 * w


def druyvesteyn(x):
    return np.exp(-(x / w)**2)


def maxwell(x):
    return np.exp(-x)


norm = integral(lambda x: np.sqrt(x) * druyvesteyn(x), upper)
A = 2 / (w**1.5 * gamma(0.75))
mean_direct = integral(lambda x: x**1.5 * druyvesteyn(x), upper) / norm
DN_direct = speed_factor / (3 * sigma) * integral(
    lambda x: x * druyvesteyn(x), upper) / norm
h = 1e-5
muN_direct = -speed_factor / (3 * sigma) * integral(
    lambda x: x * (druyvesteyn(x + h) - druyvesteyn(x - h)) / (2 * h),
    upper) / norm
assert abs(A * norm - 1) < 1e-7
assert abs(mean_direct / mean_energy - 1) < 1e-7
assert abs(DN_direct / DN - 1) < 1e-7
assert abs(muN_direct / muN - 1) < 1e-7
assert abs(DN_direct / muN_direct / characteristic - 1) < 1e-7

# Field heating and recoil loss, each divided by gas density
heating = muN_direct * reduced_field**2
loss = (2 / mass_ratio) * sigma * speed_factor * integral(
    lambda x: x**2 * druyvesteyn(x), upper) / norm
assert abs(heating / loss - 1) < 1e-7

# Effect of the energy dependence of the path, with f0 held fixed
ratio_constant_path = transport_ratio(druyvesteyn, 0.0, upper)
ratio_constant_frequency = transport_ratio(druyvesteyn, 0.5, upper)
ratio_linear_path = transport_ratio(druyvesteyn, 1.0, upper)
ratio_maxwell = transport_ratio(maxwell, 0.0, 45.0)
ratio_maxwell_linear = transport_ratio(maxwell, 1.0, 45.0)
assert abs(ratio_constant_path - R) < 1e-6
assert abs(ratio_constant_frequency - 1) < 1e-6
assert ratio_linear_path < 0.99
assert abs(ratio_maxwell - 1) < 1e-6
assert abs(ratio_maxwell_linear - 1) < 1e-6

# Particle simulation: tolerances cover sampling and finite-mass corrections
mc_mass_ratio = 500.0
mc_w, mc_mean, mc_shape, mc_R, mc_anisotropy = simulate(mc_mass_ratio)
mean_over_w = gamma(1.25) / gamma(0.75)
shape_formula = gamma(1.75) * gamma(0.75) / gamma(1.25)**2
assert abs(mc_mean / mc_w / mean_over_w - 1) < 0.04
assert abs(mc_shape - shape_formula) < 0.05
assert abs(mc_R - R) < 0.05
assert mc_anisotropy < 0.8

print(f"Reduced field E/N = {field_td:.1f} Td")
print(f"Cross section sigma = {sigma:.1e} m^2")
print(f"Mass ratio M/m = {mass_ratio:.0f}")
print(f"Energy gain scale E*lambda = {field_path:.4f} V")
print(f"Druyvesteyn width w = {w:.4f} V")
print(f"Normalization A = {A:.4f} V^(-3/2)")
print(f"Mean energy = {mean_energy:.4f} eV")
print(f"Two-thirds of mean energy = {two_thirds:.4f} V")
print(f"D/mu = {characteristic:.4f} V")
print(f"Difference = {characteristic - two_thirds:.4f} V")
print(f"Ratio R = {R:.5f}")
print(f"(D/mu)/w = {1 / np.sqrt(np.pi):.5f}")
print(f"Mean energy/w = {mean_over_w:.5f}")
print(f"(2/3) mean energy/w = {2 * mean_over_w / 3:.5f}")
print(f"D*N = {DN:.4e} 1/(m s)")
print(f"mu*N = {muN:.4e} 1/(V m s)")
print(f"Drift speed = {drift_speed:.1f} m/s")
print(f"Mean-energy overestimate from D/mu = {100 * (R - 1):.2f} %")
print(f"D underestimate from mean energy = {100 * (1 - 1 / R):.2f} %")
print(f"Heating/loss from quadrature = {heating / loss:.7f}")
print(f"Quadrature R, constant path = {ratio_constant_path:.5f}")
print(f"Quadrature R, constant frequency = {ratio_constant_frequency:.5f}")
print(f"Quadrature R, path proportional to energy = {ratio_linear_path:.5f}")
print(f"Maxwellian R, constant path = {ratio_maxwell:.5f}")
print(f"Maxwellian R, path proportional to energy = {ratio_maxwell_linear:.5f}")
print(f"Monte Carlo mass ratio = {mc_mass_ratio:.0f}")
print(f"Monte Carlo mean energy/w = {mc_mean / mc_w:.4f}")
print(f"Monte Carlo <eps^2>/<eps>^2 = {mc_shape:.4f}")
print(f"Druyvesteyn <eps^2>/<eps>^2 = {shape_formula:.4f}")
print(f"Monte Carlo R (transverse D) = {mc_R:.3f}")
print(f"Monte Carlo D_L/D_T, finite-time estimate = {mc_anisotropy:.2f}")
print("PASS")
```

Running it gives:

```
Reduced field E/N = 1.0 Td
Cross section sigma = 5.0e-20 m^2
Mass ratio M/m = 50000
Energy gain scale E*lambda = 0.0200 V
Druyvesteyn width w = 2.5820 V
Normalization A = 0.3934 V^(-3/2)
Mean energy = 1.9098 eV
Two-thirds of mean energy = 1.2732 V
D/mu = 1.4567 V
Difference = 0.1835 V
Ratio R = 1.14414
(D/mu)/w = 0.56419
Mean energy/w = 0.73967
(2/3) mean energy/w = 0.49311
D*N = 5.1848e+24 1/(m s)
mu*N = 3.5592e+24 1/(V m s)
Drift speed = 3559.2 m/s
Mean-energy overestimate from D/mu = 14.41 %
D underestimate from mean energy = 12.60 %
Heating/loss from quadrature = 1.0000000
Quadrature R, constant path = 1.14414
Quadrature R, constant frequency = 1.00000
Quadrature R, path proportional to energy = 0.89861
Maxwellian R, constant path = 1.00000
Maxwellian R, path proportional to energy = 1.00000
Monte Carlo mass ratio = 500
Monte Carlo mean energy/w = 0.7409
Monte Carlo <eps^2>/<eps>^2 = 1.3770
Druyvesteyn <eps^2>/<eps>^2 = 1.3708
Monte Carlo R (transverse D) = 1.130
Monte Carlo D_L/D_T, finite-time estimate = 0.55
PASS
```
